# Photon chemical potential and Kirchhoff's law for a light-emitting semiconductor: a program that tests the result

```python
"""Generalised Planck law for a semiconductor with quasi-Fermi levels mu_c, mu_v.

Result under test: photon flux out of the body per area, solid angle, energy
    = a(E) * 2 E^2/(h^3 c^2) * cos(theta) / (exp((E - dmu)/kT) - 1),
with dmu = mu_c - mu_v and a(E) the absorptivity of the excited body.
For dmu = 0 this is Kirchhoff's law (emissivity = absorptivity).
Symbols: E photon energy (eV), f_c electron occupation of the upper state,
h_v = 1 - f_v hole occupation of the lower state, alpha net absorption,
alpha0 absorption with empty conduction and full valence band.
Energies are in eV with the valence band edge at zero; lengths in m inside.
"""
import numpy as np
from scipy import constants as C
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit

q, h, c = C.e, C.h, C.c
T = 300.0
kT = C.k * T / q
gap, m_e, m_h = 1.40, 0.07, 0.50
index, thickness = 3.5, 1.0e-6
alpha_scale = 4.0e6          # 1/m at 1 eV above the gap
dmu_led, dmu_gain = 1.20, 1.50


def bose(E, mu):
    return 1.0 / np.expm1((E - mu) / kT)


def vacuum_modes(E):
    """2E^2/(h^3 c^2) in photons per (m^2 s sr eV) at unit occupation."""
    return 2.0 * (E * q) ** 2 * q / (h**3 * c**2)


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


# ---------- interacting electrons: exact diagonalization in Fock space -----
def fermion_operators(n):
    low, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    ops = []
    for j in range(n):
        op = np.eye(1)
        for i in range(n):
            op = np.kron(op, sign if i < j else (low if i == j else one))
        ops.append(op)
    return ops


rng = np.random.default_rng(5)
ops = fermion_operators(6)
con, val = ops[:3], ops[3:]
N_c = sum(o.T @ o for o in con)
N_v = sum(o.T @ o for o in val)
H = np.zeros((64, 64))
for group, levels in ((con, (2.0, 2.6, 3.3)), (val, (-2.0, -2.5, -3.1))):
    r = rng.normal(size=(3, 3))
    one_body = np.diag(levels) + 0.1 * (r + r.T)
    for a in range(3):
        for b in range(3):
            H += one_body[a, b] * group[a].T @ group[b]
X = np.zeros_like(H)
for a in range(3):
    for b in range(3):
        for i in range(3):
            for j in range(3):
                X += 0.3 * rng.normal() * (con[a].T @ con[b] @ val[i].T @ val[j])
H += 0.5 * (X + X.T)
raise_inter = sum(rng.normal() * a.T @ i for a in con for i in val)
raise_intra = sum(rng.normal() * a.T @ b for a in con for b in con if a is not b)
mixing = sum(a.T @ i for a in con for i in val)
H_mixed = H + 0.4 * (mixing + mixing.T)


def balance_error(ham, up, mu_c, mu_v, mu_photon, center, width):
    """Windowed emission over absorption*exp(-(w - mu_photon)), minus 1; kT = 1."""
    rho = expm(-(ham - mu_c * N_c - mu_v * N_v))
    rho /= np.trace(rho)
    energy, vec = np.linalg.eigh(ham)
    pop = np.diag(vec.T @ rho @ vec)
    strength = (vec.T @ up @ vec) ** 2          # [final, initial] of absorption
    w = energy[:, None] - energy[None, :]
    window = np.exp(-0.5 * ((w - center) / width) ** 2)
    emission = np.sum(pop[:, None] * strength * window)
    predicted = np.sum(pop[None, :] * strength * np.exp(-(w - mu_photon)) * window)
    return emission / predicted - 1.0


err_inter = balance_error(H, raise_inter, 1.2, -1.3, 2.5, 4.0, 0.7)
err_intra = balance_error(H, raise_intra, 1.2, -1.3, 0.0, 0.8, 0.3)
err_mix_eq = balance_error(H_mixed, raise_inter, 0.0, 0.0, 0.0, 4.0, 0.7)
err_mix_biased = balance_error(H_mixed, raise_inter, 1.2, -1.3, 2.5, 4.0, 0.7)
assert abs(err_inter) < 1e-8
assert abs(err_intra) < 1e-8
assert abs(err_mix_eq) < 1e-8
assert abs(err_mix_biased) > 1e-3


# ---------- bands without momentum selection: many pairs at each E ---------
def band_rates(E, mu_c, mu_v, kT_e, kT_h):
    """Upward and downward rates, common factor dropped."""
    span = E - gap

    def pair(s, down):
        x = span * np.sin(s) ** 2               # electron energy above its edge
        y = span * np.cos(s) ** 2               # hole energy below its edge
        weight = np.sqrt(x * y) * (1 + 3 * x) * 2 * span * np.sin(s) * np.cos(s)
        e_arg, h_arg = (mu_c - gap - x) / kT_e, (-y - mu_v) / kT_h
        if down:
            return weight * expit(e_arg) * expit(h_arg)
        return weight * expit(-e_arg) * expit(-h_arg)

    return [quad(pair, 0, np.pi / 2, args=(d,), epsabs=0, epsrel=1e-11)[0]
            for d in (False, True)]


mu_c_test, mu_v_test = 1.41, 0.01
dmu_test = mu_c_test - mu_v_test
test_energies = (1.45, 1.52, 1.60)
for E in test_energies:
    up, down = band_rates(E, mu_c_test, mu_v_test, kT, kT)
    assert abs(down / (up - down) / bose(E, dmu_test) - 1) < 1e-8
kT_hot = kT * 350.0 / 300.0
hot = [band_rates(E, mu_c_test, mu_v_test, kT_hot, kT) for E in test_energies]
spreads = []
for kT_try in (kT, kT_hot):
    mu_apparent = [E - kT_try * np.log(u / d) for E, (u, d) in zip(test_energies, hot)]
    spreads.append(max(mu_apparent) - min(mu_apparent))
assert min(spreads) > 1e-3

# ---------- photon-number master equation for one mode ---------------------
E_mode = 1.45
up, down = band_rates(E_mode, mu_c_test, mu_v_test, kT, kT)
size = 60
gen = np.zeros((size, size))
for n in range(size - 1):
    birth, death = (n + 1) * down / up, float(n + 1)
    gen[n + 1, n] += birth
    gen[n, n] -= birth
    gen[n, n + 1] += death
    gen[n + 1, n + 1] -= death
system = np.vstack([gen, np.ones(size)])
prob = np.linalg.lstsq(system, np.r_[np.zeros(size), 1.0], rcond=None)[0]
mean_photons = prob @ np.arange(size)
assert abs(mean_photons / bose(E_mode, dmu_test) - 1) < 1e-8
assert abs(prob[1] / prob[0] - np.exp(-(E_mode - dmu_test) / kT)) < 1e-8

# ---------- mode density by counting, and the black-body total -------------
radius, box = 60.0, 1.0e-5
m = np.arange(-60, 61)
m2 = m**2
counted = 2 * np.count_nonzero(
    m2[:, None, None] + m2[None, :, None] + m2[None, None, :] <= radius**2)
E_top = h * c * radius / (index * box) / q
formula_modes = box**3 * quad(
    lambda E: 4 * np.pi * index**3 * vacuum_modes(E) / c, 0, E_top)[0]
assert abs(counted / formula_modes - 1) < 2e-3   # lattice surface fluctuation
black_power = quad(lambda x: np.pi * vacuum_modes(x * kT) * bose(x * kT, 0.0)
                   * x * kT * q * kT, 1e-9, 60, epsabs=0, epsrel=1e-10)[0]
assert abs(black_power / (C.sigma * T**4) - 1) < 1e-7

# ---------- ray transport in an inhomogeneous slab, unequal mirrors --------
R_front, R_back, layers = 0.3, 0.6, 4000
z = (np.arange(layers) + 0.5) / layers
depth = (0.4 + 1.5 * z**2) / layers              # optical depth of each layer
tau = np.exp(-depth.sum())
ray, returned = 1 - R_front, R_front             # incident ray followed inside
for _ in range(200):
    ray *= tau
    returned += ray * (1 - R_back)
    ray *= R_back * tau
    returned += ray * (1 - R_front)
    ray *= R_front
absorptivity_slab = 1 - returned


def front_emission(source):
    above = np.cumsum(depth) - 0.5 * depth
    below = depth.sum() - above
    arriving = np.sum(source * depth * (np.exp(-above)
                                        + np.exp(-below) * R_back * tau))
    total = 0.0
    for _ in range(200):
        total += arriving * (1 - R_front)
        arriving *= R_front * tau * R_back * tau
    return total


emissivity_slab = front_emission(np.ones(layers))
uneven_ratio = front_emission(2 * (1 - z)) / absorptivity_slab
assert abs(emissivity_slab / absorptivity_slab - 1) < 1e-6
assert abs(uneven_ratio - 1) > 0.01              # same mean source, law fails


# ---------- worked example: direct-gap slab with a back mirror -------------
t_nodes, t_weights = gauss(0.0, 8.0, 200)


def fermi_integral(eta):
    return np.sum(t_weights * 2 * t_nodes**2 * expit(eta - t_nodes**2))


def quasi_fermi_levels(dmu):
    """Neutral undoped material: electron density equals hole density."""
    def excess(mu_c):
        return (np.log(m_e**1.5 * fermi_integral((mu_c - gap) / kT))
                - np.log(m_h**1.5 * fermi_integral((dmu - mu_c) / kT)))
    mu_c = brentq(excess, 0.0, gap + 0.5, xtol=1e-14)
    return mu_c, mu_c - dmu


def pair_state(E, dmu):
    """alpha0, f_c, h_v for vertical transitions between parabolic bands."""
    mu_c, mu_v = quasi_fermi_levels(dmu)
    excess = E - gap
    upper = gap + excess * m_h / (m_e + m_h)
    lower = -excess * m_e / (m_e + m_h)
    return (alpha_scale * np.sqrt(excess), expit((mu_c - upper) / kT),
            expit((lower - mu_v) / kT))


def absorptivity(E, dmu):
    """Double-pass absorptivity averaged over the hemisphere with cos(theta)."""
    alpha0, f_c, h_v = pair_state(E, dmu)
    alpha = alpha0 * (1 - f_c - h_v)
    u, w = gauss(0.0, 1.0, 40)                   # u = sin^2(theta) outside
    path = 2 * thickness / np.sqrt(1 - u / index**2)
    return -np.expm1(-alpha[:, None] * path) @ w


def flux_law(E, dmu):
    return np.pi * absorptivity(E, dmu) * vacuum_modes(E) * bose(E, dmu)


def flux_direct(E, dmu):
    """Volume integral of f_c h_v emission into the internal escape cone."""
    alpha0, f_c, h_v = pair_state(E, dmu)
    alpha = (alpha0 * (1 - f_c - h_v))[:, None, None]
    rate = alpha0 * f_c * h_v * index**2 * vacuum_modes(E)
    cosine, w_c = gauss(np.sqrt(1 - 1 / index**2), 1.0, 30)
    pos, w_z = gauss(0.0, thickness, 40)
    cosine, pos = cosine[None, :, None], pos[None, None, :]
    escape = (np.exp(-alpha * pos / cosine)
              + np.exp(-alpha * (2 * thickness - pos) / cosine))
    return rate * 2 * np.pi * np.einsum('ecz,c,z->e', escape, w_c, w_z)


s, w_s = gauss(0.0, np.sqrt(25 * kT), 120)
E_grid, E_weights = gap + s**2, 2 * s * w_s
for dmu in (0.0, dmu_led):
    assert np.allclose(flux_direct(E_grid, dmu), flux_law(E_grid, dmu),
                       rtol=1e-8, atol=0)
flux = flux_direct(E_grid, dmu_led)
current = q * (E_weights @ flux) * 1e-4
current_eq = q * (E_weights @ flux_direct(E_grid, 0.0)) * 1e-4
power = q * (E_weights @ (E_grid * flux)) * 1e-4
mean_energy = power / current
flux_wrong = (np.pi * absorptivity(E_grid, 0.0) * vacuum_modes(E_grid)
              * bose(E_grid, dmu_led))
current_wrong = q * (E_weights @ flux_wrong) * 1e-4
scaling = current / current_eq / np.exp(dmu_led / kT)
assert mean_energy > dmu_led
assert current_wrong > current

mu_c, mu_v = quasi_fermi_levels(dmu_led)
density = (2 * (m_e * C.m_e * kT * q / (2 * np.pi * C.hbar**2)) ** 1.5
           * 2 / np.sqrt(np.pi) * fermi_integral((mu_c - gap) / kT) * 1e-6)
fine = gap + np.arange(1, 1501) * 1e-4
peak_out = fine[np.argmax(flux_law(fine, dmu_led))]
a0, fc, hv = pair_state(fine, dmu_led)
peak_in = fine[np.argmax(a0 * fc * hv * fine**2)]

print(f"temperature {T:.0f} K, kT = {kT:.6f} eV")
print(f"gap {gap:.2f} eV, masses {m_e:.2f} and {m_h:.2f} electron masses")
print(f"refractive index {index:.1f}, thickness {thickness*1e6:.1f} micrometre")
print(f"alpha0 at 1 eV above gap = {alpha_scale*1e-2:.1e} 1/cm")
print("-- tests --")
print(f"interacting model, interband balance error = {err_inter:.1e}")
print(f"same, intraband with zero photon potential = {err_intra:.1e}")
print(f"band mixing, equilibrium: error = {err_mix_eq:.1e}")
print(f"band mixing, dmu = 2.5 kT: error = {err_mix_biased:.4f}")
print(f"electrons 350 K, holes 300 K: drift of apparent photon potential, "
      f"1.45-1.60 eV = {spreads[0]*1e3:.2f} meV (300 K), "
      f"{spreads[1]*1e3:.2f} meV (350 K)")
print(f"master equation, E = {E_mode:.2f} eV, dmu = {dmu_test:.2f} eV: "
      f"mean photons = {mean_photons:.6f}, Bose = {bose(E_mode, dmu_test):.6f}")
print(f"box modes counted = {counted}, formula = {formula_modes:.0f}")
print(f"black-body power = {black_power:.4f} W/m^2, "
      f"sigma T^4 = {C.sigma*T**4:.4f} W/m^2")
print(f"uneven slab: absorptivity = {absorptivity_slab:.6f}, "
      f"emissivity = {emissivity_slab:.6f}")
print(f"nonuniform source of same mean: emission / law = {uneven_ratio:.4f}")
print(f"-- slab at dmu = {dmu_led:.2f} eV --")
print(f"mu_c = {mu_c:.5f} eV, mu_v = {mu_v:.5f} eV")
print(f"electron density = {density:.3e} 1/cm^3")
E_show = np.array([1.41, 1.43, 1.46, 1.50])
a0, fc, hv = pair_state(E_show, dmu_led)
ab, fl = absorptivity(E_show, dmu_led), flux_direct(E_show, dmu_led)
for i, E in enumerate(E_show):
    print(f"E = {E:.2f} eV: alpha0 = {a0[i]*1e-2:.1f} 1/cm, f_c = {fc[i]:.5f}, "
          f"h_v = {hv[i]:.3e}, alpha = {a0[i]*(1-fc[i]-hv[i])*1e-2:.1f} 1/cm")
    print(f"   absorptivity = {ab[i]:.5f}, N* = {bose(E, dmu_led):.4e}, "
          f"flux = {fl[i]*1e-4:.4e} 1/(cm^2 s eV)")
print(f"peak of emitted flux = {peak_out:.4f} eV")
print(f"peak of internal rate = {peak_in:.4f} eV, gap + kT/2 = {gap+kT/2:.4f} eV")
print(f"equivalent radiative current = {current:.5f} A/cm^2")
print(f"equilibrium emission current = {current_eq:.4e} A/cm^2")
print(f"exp(dmu/kT) = {np.exp(dmu_led/kT):.4e}")
print(f"current ratio / exp(dmu/kT) = {scaling:.5f}")
print(f"current with equilibrium absorptivity = {current_wrong:.5f} A/cm^2")
print(f"emitted power = {power:.5f} W/cm^2, mean photon energy = {mean_energy:.5f} eV")
print("-- Kirchhoff check, dmu = 0 --")
E_k = np.array([1.43])
emissivity = flux_direct(E_k, 0.0) / (np.pi * vacuum_modes(E_k) * bose(E_k, 0.0))
print(f"E = 1.43 eV: emissivity = {emissivity[0]:.8f}, "
      f"absorptivity = {absorptivity(E_k, 0.0)[0]:.8f}")

print(f"-- local rates at dmu = {dmu_gain:.2f} eV --")
for E in (1.45, 1.50, 1.55):
    a0, fc, hv = (float(x) for x in pair_state(E, dmu_gain))
    direct = a0 * fc * hv
    E_near = E + 1e-6 if E == dmu_gain else E    # quotient is 0/0 at E = dmu
    b0, gc, gv = (float(x) for x in pair_state(E_near, dmu_gain))
    product = b0 * (1 - gc - gv) * bose(E_near, dmu_gain)
    assert direct > 0 and abs(product / direct - 1) < 1e-4
    alpha = a0 * (1 - fc - hv)
    assert (E >= dmu_gain or alpha < 0) and (E <= dmu_gain or alpha > 0)
    print(f"E = {E:.2f} eV: alpha = {alpha*1e-2:.2f} 1/cm, "
          f"alpha0 f_c h_v = {direct*1e-2:.2f} 1/cm, "
          f"alpha N* = {product*1e-2:.2f} 1/cm")
print("all assertions hold")
```

Printed output:

```
temperature 300 K, kT = 0.025852 eV
gap 1.40 eV, masses 0.07 and 0.50 electron masses
refractive index 3.5, thickness 1.0 micrometre
alpha0 at 1 eV above gap = 4.0e+04 1/cm
-- tests --
interacting model, interband balance error = -1.1e-16
same, intraband with zero photon potential = -5.6e-16
band mixing, equilibrium: error = -8.4e-15
band mixing, dmu = 2.5 kT: error = -0.0726
electrons 350 K, holes 300 K: drift of apparent photon potential, 1.45-1.60 eV = 12.51 meV (300 K), 10.41 meV (350 K)
master equation, E = 1.45 eV, dmu = 1.40 eV: mean photons = 0.168984, Bose = 0.168984
box modes counted = 1808178, formula = 1809557
black-body power = 459.3003 W/m^2, sigma T^4 = 459.3003 W/m^2
uneven slab: absorptivity = 0.532581, emissivity = 0.532581
nonuniform source of same mean: emission / law = 0.8080
-- slab at dmu = 1.20 eV --
mu_c = 1.33851 eV, mu_v = 0.13851 eV
electron density = 4.173e+16 1/cm^3
E = 1.41 eV: alpha0 = 4000.0 1/cm, f_c = 0.06193, h_v = 4.473e-03, alpha = 3734.4 1/cm
   absorptivity = 0.53361, N* = 2.9668e-04, flux = 3.1106e+19 1/(cm^2 s eV)
E = 1.43 eV: alpha0 = 6928.2 1/cm, f_c = 0.03240, h_v = 4.069e-03, alpha = 6675.5 1/cm
   absorptivity = 0.74421, N* = 1.3685e-04, flux = 2.0582e+19 1/(cm^2 s eV)
E = 1.46 eV: alpha0 = 9798.0 1/cm, f_c = 0.01196, h_v = 3.530e-03, alpha = 9646.2 1/cm
   absorptivity = 0.86055, N* = 4.2876e-05, flux = 7.7731e+18 1/(cm^2 s eV)
E = 1.50 eV: alpha0 = 12649.1 1/cm, f_c = 0.00310, h_v = 2.921e-03, alpha = 12572.9 1/cm
   absorptivity = 0.92328, N* = 9.1249e-06, flux = 1.8735e+18 1/(cm^2 s eV)
peak of emitted flux = 1.4094 eV
peak of internal rate = 1.4141 eV, gap + kT/2 = 1.4129 eV
equivalent radiative current = 0.22618 A/cm^2
equilibrium emission current = 1.6086e-21 A/cm^2
exp(dmu/kT) = 1.4425e+20
current ratio / exp(dmu/kT) = 0.97473
current with equilibrium absorptivity = 0.23208 A/cm^2
emitted power = 0.32431 W/cm^2, mean photon energy = 1.43387 eV
-- Kirchhoff check, dmu = 0 --
E = 1.43 eV: emissivity = 0.75707062, absorptivity = 0.75707062
-- local rates at dmu = 1.50 eV --
E = 1.45 eV: alpha = -1986.46 1/cm, alpha0 f_c h_v = 2322.14 1/cm, alpha N* = 2322.14 1/cm
E = 1.50 eV: alpha = -0.00 1/cm, alpha0 f_c h_v = 2234.37 1/cm, alpha N* = 2234.36 1/cm
E = 1.55 eV: alpha = 6640.78 1/cm, alpha0 f_c h_v = 1122.19 1/cm, alpha N* = 1122.19 1/cm
all assertions hold
```
